# Why a ternary effective diffusivity diverges at a concentration extremum: verification in Python

```python
"""
Result under test: in a ternary alloy the effective binary diffusivity
    D_eff = -J1 / (dC1/dx) = D11 + D12 * (dC2/dx)/(dC1/dx)
has a pole with a sign change at an extremum of C1 where J1 is nonzero,
while the 2x2 diffusion matrix D is finite, positive and recoverable.
Component 1 = Al, 2 = Cr, dependent component = Ni.
C: concentration in at%, x: position in um, t: time in s, D: um^2/s,
J: flux in at% um/s (volume-fixed frame, constant molar volume).
Simulated profiles come from the conservation law by finite volumes.
The Matano flux (1/2t) * integral of x dC uses the profile only, not D.
"""
import numpy as np
from scipy.constants import R as gas_constant
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import erf, erfc

D = np.array([[0.020, 0.006], [0.006, 0.010]])
time = 100 * 3600.0
left, right = np.array([6.0, 20.0]), np.array([6.0, 5.0])
mean = (left + right) / 2

# eigenvalues (large first) and spectral projectors of D
values, vectors = np.linalg.eig(D)
order = np.argsort(-values)
d = values[order]
vectors = vectors[:, order]
inverse_vectors = np.linalg.inv(vectors)
projectors = [np.outer(vectors[:, k], inverse_vectors[k]) for k in (0, 1)]
root_det = np.sqrt(np.linalg.det(D))


def profile(x, t, lo, hi):
    """Closed-form step-couple profile for constant D; shape (..., 2)."""
    x = np.asarray(x, float)[..., None]
    out = (lo + hi) / 2 + 0 * x
    for k in (0, 1):
        out = out + 0.5 * (projectors[k] @ (hi - lo)) * erf(
            x / (2 * np.sqrt(d[k] * t)))
    return out


def slope_and_curvature(x, t, lo, hi):
    slope, curvature = np.zeros(2), np.zeros(2)
    for k in (0, 1):
        term = (projectors[k] @ (hi - lo)) * np.exp(
            -x**2 / (4 * d[k] * t)) / np.sqrt(4 * np.pi * d[k] * t)
        slope += term
        curvature += -x / (2 * d[k] * t) * term
    return slope, curvature


# finite-volume grid: cells and interior faces
half_length, h = 700, 1.0
cells = np.arange(-half_length, half_length) + 0.5
faces = np.arange(-half_length + 1, half_length).astype(float)


def at(x):
    """Index of the interior face at integer position x."""
    return int(x) + half_length - 1


def step(lo, hi):
    return np.where(cells[:, None] < 0, lo, hi).astype(float)


def simulate(law, start, duration):
    def rate(_, y):
        c = y.reshape(-1, 2)
        g = np.diff(c, axis=0) / h
        d11, d12, d21, d22 = law((c[1:] + c[:-1]) / 2)
        flux = np.empty_like(g)
        flux[:, 0] = -(d11 * g[:, 0] + d12 * g[:, 1])
        flux[:, 1] = -(d21 * g[:, 0] + d22 * g[:, 1])
        out = np.zeros_like(c)
        out[:-1] -= flux / h
        out[1:] += flux / h
        return out.ravel()
    run = solve_ivp(rate, (0, duration), start.ravel(), method="LSODA",
                    t_eval=[duration], rtol=1e-8, atol=1e-9,
                    lband=3, uband=3)
    assert run.success
    return run.y[:, -1].reshape(-1, 2)


def invert(c, lo, t):
    """Face slopes and Matano fluxes from a profile alone."""
    face_c = (c[1:] + c[:-1]) / 2
    moment = faces[:, None] * (face_c - lo) - h * np.cumsum(
        c - lo, axis=0)[:-1]
    return np.diff(c, axis=0) / h, moment / (2 * t)


def constant_law(c):
    return D[0, 0], D[0, 1], D[1, 0], D[1, 1]


def varying_law(c):
    """Cross terms vanish when the transported component is absent."""
    return (D[0, 0], D[0, 1] * c[:, 0] / mean[0],
            D[1, 0] * c[:, 1] / mean[1], D[1, 1])


# --- main couple, constant D ---
sim = simulate(constant_law, step(left, right), time)
profile_error = np.max(np.abs(sim - profile(cells, time, left, right)))
assert profile_error < 2e-3
g, J = invert(sim, left, time)
g_spline, J_spline = CubicSpline(faces, g), CubicSpline(faces, J)
x_sim = brentq(lambda x: g_spline(x)[0], 40, 200)
a, b = [(P @ (right - left))[0] for P in projectors]
x_m = np.sqrt(4 * time * np.log(-(b / a) * np.sqrt(d[0] / d[1]))
              / (1 / d[1] - 1 / d[0]))
assert abs(x_sim - x_m) < 0.1
peak = profile(x_m, time, left, right)
slope_m, curv_m = slope_and_curvature(x_m, time, left, right)
flux_m = J_spline(x_sim)[0]
assert abs(flux_m / (-D[0, 1] * slope_m[1]) - 1) < 2e-3

# reciprocal of D_eff is smooth and crosses zero at the extremum
reciprocal = -g[:, 0] / J[:, 0]
near = np.abs(faces) <= 250
exact_slopes = np.array([slope_and_curvature(x, time, left, right)[0]
                         for x in faces[near]])
ratio_form = exact_slopes[:, 0] / (D[0, 0] * exact_slopes[:, 0]
                                   + D[0, 1] * exact_slopes[:, 1])
assert np.max(np.abs(reciprocal[near] - ratio_form)) < 0.3
inside = np.abs(faces) <= 320
rec_spline = CubicSpline(faces[inside], reciprocal[inside])
pole_strength = 1 / rec_spline(x_sim, 1)
pole_formula = D[0, 1] * slope_m[1] / curv_m[0]
assert abs(pole_strength / pole_formula - 1) < 5e-3
assert rec_spline(x_sim - 3) < 0 < rec_spline(x_sim + 3)
center_value = 1 / reciprocal[at(0)]
assert abs(center_value / (-root_det) - 1) < 2e-3
assert abs(1 / reciprocal[at(300)] / d[0] - 1) < 0.01
edge_in = brentq(lambda x: rec_spline(x) + 0.1 / D[0, 0], 0, x_sim)
edge_out = brentq(lambda x: rec_spline(x) - 0.1 / D[0, 0], x_sim, 300)

# one Al content, two positions, two values of D_eff
level = 6.5
al_spline = CubicSpline(cells, sim[:, 0])
x_in = brentq(lambda x: al_spline(x) - level, 0, x_sim)
x_out = brentq(lambda x: al_spline(x) - level, x_sim, 400)
value_in, value_out = 1 / rec_spline(x_in), 1 / rec_spline(x_out)
assert value_in < 0 < value_out

# --- second couple crossing at the extremum composition ---
offset = np.array([3.0, 0.0])
sim_b = simulate(constant_law, step(peak - offset, peak + offset), time)
g_b, J_b = invert(sim_b, peak - offset, time)
crossing = (sim_b[half_length - 1] + sim_b[half_length]) / 2
assert np.max(np.abs(crossing - peak)) < 1e-3
gradients = np.column_stack([g_spline(x_sim), g_b[at(0)]])
fluxes = np.column_stack([J_spline(x_sim), J_b[at(0)]])
recovered = -fluxes @ np.linalg.inv(gradients)
assert np.max(np.abs(recovered - D)) < 5e-5
value_b = -J_b[at(0), 0] / g_b[at(0), 0]

# --- composition-dependent cross terms ---
sim_v = simulate(varying_law, step(left, right), time)
g_v, J_v = invert(sim_v, left, time)
gv_spline, Jv_spline = CubicSpline(faces, g_v), CubicSpline(faces, J_v)
x_v = brentq(lambda x: gv_spline(x)[0], 40, 200)
comp_v = CubicSpline(cells, sim_v)(x_v)
cross_v = varying_law(comp_v[None, :])[1][0]
flux_v = Jv_spline(x_v)[0]
assert abs(flux_v / (-cross_v * gv_spline(x_v)[1]) - 1) < 5e-3
assert (-Jv_spline(x_v - 3)[0] / gv_spline(x_v - 3)[0] < 0
        < -Jv_spline(x_v + 3)[0] / gv_spline(x_v + 3)[0])
v11, v12, v21, v22 = varying_law(sim_v)
smallest_eigenvalue = np.min((v11 + v22) / 2 - np.sqrt(
    (v11 - v22)**2 / 4 + v12 * v21))
assert smallest_eigenvalue > 0

# --- ripple where D_eff is negative: decay, not growth ---
wavelength, wait = 20.0, 500.0
k = 2 * np.pi / wavelength
ripple = 0.01 * np.cos(k * cells) * np.exp(-cells**2 / (2 * 40.0**2))
bumped = sim_v.copy()
bumped[:, 0] += ripple
change = (simulate(varying_law, bumped, wait)
          - simulate(varying_law, sim_v, wait))[:, 0]
ripple_factor = change[half_length] / ripple[half_length]
middle = (sim_v[half_length - 1] + sim_v[half_length]) / 2
local = np.array([float(np.squeeze(v)) for v in
                  varying_law(middle[None, :])]).reshape(2, 2)
matrix_factor = expm(-local * k**2 * wait)[0, 0]
scalar_value = -J_v[at(0), 0] / g_v[at(0), 0]
scalar_factor = np.exp(-scalar_value * k**2 * wait)
assert abs(ripple_factor / matrix_factor - 1) < 0.05
assert ripple_factor < 1 < scalar_factor


# --- no cross term: monotone profile and regular D_eff ---
def uncoupled_law(c):
    return D[0, 0] * (1 + 0.08 * (c[:, 1] - mean[1])), 0.0, D[1, 0], D[1, 1]


lo_u, hi_u = np.array([4.0, 20.0]), np.array([8.0, 5.0])
sim_u = simulate(uncoupled_law, step(lo_u, hi_u), time)
assert np.min(np.diff(sim_u[:, 0])) > -1e-5
g_u, J_u = invert(sim_u, lo_u, time)
window_u = np.abs(faces) <= 120
direct_u = uncoupled_law((sim_u[1:] + sim_u[:-1]) / 2)[0][window_u]
matano_u = (-J_u[:, 0] / g_u[:, 0])[window_u]
assert np.max(np.abs(matano_u / direct_u - 1)) < 0.01

# --- range of step ratios dC1/dC2 that gives extrema ---
ratio_low = -D[0, 1] / (D[0, 0] - d[1])
ratio_high = D[0, 1] / (D[1, 1] + root_det)


def count_extrema(ratio):
    jump = (right - left)[1] * np.array([ratio, 1.0])
    grid = np.arange(-400, 401) + 0.5
    c1 = profile(grid, time, mean - jump / 2, mean + jump / 2)[:, 0]
    return int(np.sum(np.diff(np.sign(np.diff(c1))) != 0))


assert count_extrema(ratio_low + 0.05) == 2
assert count_extrema(ratio_low - 0.05) == 0
assert count_extrema(ratio_high - 0.03) == 2
assert count_extrema(ratio_high + 0.03) == 0

# --- merged extrema: divergence without sign change ---
jump = (right - left)[1] * np.array([ratio_high, 1.0])
merged = profile(cells, time, mean - jump / 2, mean + jump / 2)
g_f, J_f = invert(merged, mean - jump / 2, time)
flat_values = [-J_f[at(x), 0] / g_f[at(x), 0] for x in (-10, 10)]
flat_formula = 4 * time * root_det**2 / 10.0**2
assert all(abs(v / flat_formula - 1) < 0.03 for v in flat_values)

# --- symmetric layer: extremum with zero flux, finite D_eff ---
added, half_width = np.array([2.0, -3.0]), 40.0
zero = np.zeros(2)


def layer_al(x, t):
    return float((profile(x + half_width, t, zero, added)
                  + profile(x - half_width, t, zero, -added))[0])


def al_beyond(x, t):
    return quad(layer_al, x, 1500, args=(t,), epsabs=1e-10,
                epsrel=1e-12, limit=200)[0]


x_near, dt = 2.0, 100.0
layer_flux = (al_beyond(x_near, time + dt)
              - al_beyond(x_near, time - dt)) / (2 * dt)
layer_slope = (layer_al(x_near + 0.1, time)
               - layer_al(x_near - 0.1, time)) / 0.2
layer_value = -layer_flux / layer_slope
layer_curv = (slope_and_curvature(half_width, time, zero, added)[1]
              + slope_and_curvature(-half_width, time, zero, -added)[1])
layer_formula = D[0, 0] + D[0, 1] * layer_curv[1] / layer_curv[0]
assert abs(layer_value / layer_formula - 1) < 0.01

# --- sizes of neglected effects (rough inputs) ---
a_ni, a_al, a_cr = 3.52, 0.18, 0.11   # angstrom; per unit atomic fraction
weights = 3 * np.array([a_al, a_cr]) / (100 * a_ni)


def concentration_slope(x):
    c = profile(x, time, left, right)
    s = slope_and_curvature(x, time, left, right)[0]
    return s[0] * (1 + weights @ c) - c[0] * (weights @ s)


volume_shift = brentq(concentration_slope, 50, 200) - x_m
volume_change = weights @ (left - right)
end_effect = erfc(1000 / (2 * np.sqrt(d[0] * time)))
activation, kelvin, drift = 270e3, 1373.15, 5.0
drift_change = activation * drift / (gas_constant * kelvin**2)

print("INPUT D_AlAl, D_AlCr [um^2/s]:", D[0, 0], D[0, 1])
print("INPUT D_CrAl, D_CrCr [um^2/s]:", D[1, 0], D[1, 1])
print("INPUT left Al, Cr [at%]:", left, " right:", right)
print(f"INPUT anneal time: {time:.0f} s = {time/3600:.0f} h")
print(f"eigenvalues of D: {d[0]:.5f}, {d[1]:.5f} um^2/s")
print(f"sqrt(det D): {root_det:.5f} um^2/s")
print(f"Gaussian weights a, b: {a:.3f}, {b:.3f} at%")
print(f"largest profile error, simulation-formula: {profile_error:.1e} at%")
print(f"Al maximum, formula: x = {x_m:.2f} um; simulation: {x_sim:.2f} um")
print(f"composition there: Al {peak[0]:.3f}, Cr {peak[1]:.3f} at%")
print(f"Cr slope there: {slope_m[1]:.5f} at%/um")
print(f"Al curvature there: {curv_m[0]:.4e} at%/um^2")
print(f"Al flux there, Matano: {flux_m:.4e} at% um/s")
print(f"Al flux there, -D12*C2': {-D[0,1]*slope_m[1]:.4e} at% um/s")
print(f"pole strength R, Matano: {pole_strength:.4f} um^3/s")
print(f"pole strength R, formula: {pole_formula:.4f} um^3/s")
for x in (0, 50, 90, 97, 150, 300):
    print(f"D_eff(Al) at x = {x:3d} um: {1/reciprocal[at(x)]:+.5f} um^2/s")
print(f"D_eff(Al) at x = 0: {center_value*1e-8:.3e} cm^2/s")
print(f"|D_eff| > 10 D_AlAl from {edge_in:.1f} to {edge_out:.1f} um")
print(f"Al = {level} at% at x = {x_in:.1f} um: D_eff {value_in:+.5f} um^2/s")
print(f"Al = {level} at% at x = {x_out:.1f} um: D_eff {value_out:+.5f} um^2/s")
print(f"couple B ends, Al: {(peak-offset)[0]:.3f}, {(peak+offset)[0]:.3f} at%")
print(f"couple B slopes at crossing: {g_b[at(0)].round(5)} at%/um")
print(f"couple B fluxes at crossing: {J_b[at(0)]} at% um/s")
print(f"couple B D_eff(Al) at same composition: {value_b:.5f} um^2/s")
print(f"recovered D, row Al: {recovered[0].round(5)} um^2/s")
print(f"recovered D, row Cr: {recovered[1].round(5)} um^2/s")
print(f"step ratio dAl/dCr for extrema: {ratio_low:.3f} to {ratio_high:.3f}")
print(f"merged extrema, D_eff at -10, +10 um: {flat_values[0]:.3f}, "
      f"{flat_values[1]:.3f} um^2/s")
print(f"merged extrema, 4 t det D/x^2: {flat_formula:.3f} um^2/s")
print(f"symmetric layer added Al, Cr: {added} at%, width {2*half_width} um")
print(f"symmetric layer D_eff near centre: {layer_value:.5f} um^2/s")
print(f"symmetric layer, curvature formula: {layer_formula:.5f} um^2/s")
print(f"varying D: Al maximum {comp_v[0]:.3f} at% at {x_v:.2f} um")
print(f"varying D: Al flux there {flux_v:.4e} at% um/s")
print(f"varying D: smallest eigenvalue {smallest_eigenvalue:.5f} um^2/s")
print(f"ripple wavelength {wavelength} um, waiting time {wait} s")
print(f"ripple factor: simulated {ripple_factor:.3f}, "
      f"matrix {matrix_factor:.3f}, scalar {scalar_factor:.3f}")
print(f"no cross term: D_eff from {matano_u.min():.5f} to "
      f"{matano_u.max():.5f} um^2/s for |x| <= 120 um")
print(f"rough lattice inputs Ni, Al, Cr: {a_ni}, {a_al}, {a_cr} angstrom")
print(f"molar-volume change across couple: {100*volume_change:.2f} %")
print(f"shift of Al maximum by molar volume: {volume_shift:+.2f} um")
print(f"end effect for 1000 um halves, erfc: {end_effect:.1e}")
print(f"rough activation energy: {activation/1000:.0f} kJ/mol")
print(f"{drift:.0f} K error at {kelvin:.0f} K: D {100*drift_change:.1f} %, "
      f"position {50*drift_change:.1f} %")
print("every check passed")
```

Running it gives:

```
INPUT D_AlAl, D_AlCr [um^2/s]: 0.02 0.006
INPUT D_CrAl, D_CrCr [um^2/s]: 0.006 0.01
INPUT left Al, Cr [at%]: [ 6. 20.]  right: [6. 5.]
INPUT anneal time: 360000 s = 100 h
eigenvalues of D: 0.02281, 0.00719 um^2/s
sqrt(det D): 0.01281 um^2/s
Gaussian weights a, b: -5.762, 5.762 at%
largest profile error, simulation-formula: 8.1e-05 at%
Al maximum, formula: x = 93.42 um; simulation: 93.42 um
composition there: Al 6.783, Cr 6.823 at%
Cr slope there: -0.03580 at%/um
Al curvature there: -1.6994e-04 at%/um^2
Al flux there, Matano: 2.1479e-04 at% um/s
Al flux there, -D12*C2': 2.1480e-04 at% um/s
pole strength R, Matano: 1.2639 um^3/s
pole strength R, formula: 1.2639 um^3/s
D_eff(Al) at x =   0 um: -0.01281 um^2/s
D_eff(Al) at x =  50 um: -0.02346 um^2/s
D_eff(Al) at x =  90 um: -0.36162 um^2/s
D_eff(Al) at x =  97 um: +0.36135 um^2/s
D_eff(Al) at x = 150 um: +0.03332 um^2/s
D_eff(Al) at x = 300 um: +0.02288 um^2/s
D_eff(Al) at x = 0: -1.281e-10 cm^2/s
|D_eff| > 10 D_AlAl from 87.3 to 100.0 um
Al = 6.5 at% at x = 39.1 um: D_eff -0.01843 um^2/s
Al = 6.5 at% at x = 166.3 um: D_eff +0.02906 um^2/s
couple B ends, Al: 3.783, 9.783 at%
couple B slopes at crossing: [ 0.0213 -0.0056] at%/um
couple B fluxes at crossing: [-3.92429225e-04 -7.17738107e-05] at% um/s
couple B D_eff(Al) at same composition: 0.01842 um^2/s
recovered D, row Al: [0.02  0.006] um^2/s
recovered D, row Cr: [0.006 0.01 ] um^2/s
step ratio dAl/dCr for extrema: -0.468 to 0.263
merged extrema, D_eff at -10, +10 um: 2.375, 2.375 um^2/s
merged extrema, 4 t det D/x^2: 2.362 um^2/s
symmetric layer added Al, Cr: [ 2. -3.] at%, width 80.0 um
symmetric layer D_eff near centre: 0.00812 um^2/s
symmetric layer, curvature formula: 0.00812 um^2/s
varying D: Al maximum 6.789 at% at 100.56 um
varying D: Al flux there 2.2190e-04 at% um/s
varying D: smallest eigenvalue 0.00591 um^2/s
ripple wavelength 20.0 um, waiting time 500.0 s
ripple factor: simulated 0.398, matrix 0.392, scalar 1.896
no cross term: D_eff from 0.00945 to 0.03036 um^2/s for |x| <= 120 um
rough lattice inputs Ni, Al, Cr: 3.52, 0.18, 0.11 angstrom
molar-volume change across couple: 1.41 %
shift of Al maximum by molar volume: +1.31 um
end effect for 1000 um halves, erfc: 6.0e-15
rough activation energy: 270 kJ/mol
5 K error at 1373 K: D 8.6 %, position 4.3 %
every check passed
```
